# Finite Contact Length in a Circular van der Pauw Sample: verification in Python

```python
# Result under test: a disk (diameter D) with one equipotential edge contact of
# arc length d and three point contacts, 90 degrees apart, has relative errors
#   sheet resistance : -(d/D)^2 / (16 ln 2)
#   Hall coefficient : -(2/pi^2) (d/D) * Theta/tan(Theta)
# to leading order. Theta is the Hall angle, tan(Theta) = Hall/sheet resistance.
# delta = d/D is half the angle subtended by the contact, in radians.
# The closed forms are compared with a boundary integral equation on the disk.
# In the solver the sheet resistance and the driving current are both 1.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

PI = np.pi
LN2 = np.log(2.0)


def mean_log(x, h):
    """Mean of ln|2 sin(x/2)| over a source panel of width h at distance x."""
    x = np.where(np.abs(x) > PI, x - 2 * PI * np.sign(x), x)
    h = np.broadcast_to(h, x.shape)
    hi, lo = x + h / 2, x - h / 2
    far = h < 1e-3 * np.abs(x)
    with np.errstate(all="ignore"):
        near_value = (hi * np.log(np.abs(hi)) - lo * np.log(np.abs(lo))) / h - 1
        far_value = np.log(np.abs(x))
    return np.where(far, far_value, near_value) + np.log(np.sinc(x / (2 * PI)))


def solve_disk(arcs, points=(), probes=(), hall=0.0, n=240):
    """arcs: (centre, half angle, current in); points: (angle, current in).
    Returns arc potentials, probe potentials and panel currents."""
    v = np.linspace(0, 1, n + 1)
    grade = v**4 / (v**4 + (1 - v)**4)
    edges = [c + w * (2 * grade - 1) for c, w, _ in arcs]
    theta = np.concatenate([(e[1:] + e[:-1]) / 2 for e in edges])
    width = np.concatenate([np.diff(e) for e in edges])
    member = np.kron(np.eye(len(arcs)), np.ones((n, 1)))

    def influence(targets, sources, widths):
        x = np.asarray(targets)[:, None] - np.asarray(sources)[None, :]
        return -mean_log(x, widths) / PI + hall * np.heaviside(x, 0.5)

    p_angle = np.array([p[0] for p in points], dtype=float)
    p_current = np.array([p[1] for p in points], dtype=float)
    size = len(theta)
    matrix = np.zeros((size + len(arcs), size + len(arcs)))
    matrix[:size, :size] = influence(theta, theta, width)
    matrix[:size, size:] = -member
    matrix[size:, :size] = member.T
    rhs = np.zeros(size + len(arcs))
    if len(points):
        rhs[:size] = -influence(theta, p_angle, 0.0) @ p_current
    rhs[size:] = [a[2] for a in arcs]
    answer = np.linalg.solve(matrix, rhs)
    currents, arc_v = answer[:size], answer[size:]
    probe_v = np.array([])
    if len(probes):
        probe_v = influence(probes, theta, width) @ currents
        if len(points):
            probe_v = probe_v + influence(probes, p_angle, 0.0) @ p_current
    return arc_v, probe_v, currents


def image_parameter(delta):
    a = np.tan(delta / 2)
    return a / (1 + np.sqrt(1 - a * a))


def sheet_loss(delta):
    return np.log(1 + image_parameter(delta)**2) / LN2


def hall_integrand(u, angle):
    return 2 / PI * np.sinh(-2 * angle / PI * np.log(np.tanh(u / 2)))


def hall_loss(delta, angle):
    start = -np.log(image_parameter(delta))
    tail = quad(hall_integrand, start, np.inf, args=(angle,), epsabs=1e-13)[0]
    return tail / np.tan(angle)


def weak_hall_loss(delta):
    odd = 2 * np.arange(400) + 1
    return 8 / PI**2 * np.sum(image_parameter(delta)**odd / odd**2)


def close(value, target, rel):
    return abs(value - target) <= rel * abs(target)


def numeric_sheet(delta):
    _, v, _ = solve_disk([(0, delta, 1)], [(PI / 2, -1)], [PI, 3 * PI / 2])
    return 1 - PI * (v[1] - v[0]) / LN2


def numeric_hall(delta, tangent):
    _, v, _ = solve_disk([(0, delta, 1)], [(PI, -1)],
                         [PI / 2, 3 * PI / 2], tangent)
    return 1 - (v[0] - v[1]) / tangent


# Zero-field resistances, contact 1 driven and contact 1 as voltage probe
for delta in (0.1, 0.4, 0.9):
    assert close(numeric_sheet(delta), sheet_loss(delta), 0.01)
    arc_v, v, _ = solve_disk([(0, delta, 0)], [(PI / 2, 1), (PI, -1)],
                             [3 * PI / 2])
    assert close(1 - PI * (arc_v[0] - v[0]) / LN2, sheet_loss(delta), 0.01)

# Hall resistance at several Hall angles, and reciprocity
for tangent in (0.01, 0.5, 1.0):
    angle = np.arctan(tangent)
    full = (quad(hall_integrand, 0, 1, args=(angle,), limit=200)[0]
            + quad(hall_integrand, 1, np.inf, args=(angle,))[0])
    assert close(full, tangent, 1e-5)
    for delta in (0.1, 0.4):
        assert close(numeric_hall(delta, tangent), hall_loss(delta, angle), 0.02)
        arc_v, v, _ = solve_disk([(0, delta, 0)],
                                 [(PI / 2, 1), (3 * PI / 2, -1)], [PI], tangent)
        assert close(1 - (v[0] - arc_v[0]) / tangent,
                     hall_loss(delta, angle), 0.02)
assert close(weak_hall_loss(0.4), hall_loss(0.4, 1e-4), 1e-5)

# Powers and leading coefficients, taken from the integral equation
sheet_small, sheet_large = numeric_sheet(0.05), numeric_sheet(0.1)
hall_small, hall_large = numeric_hall(0.05, 0.01), numeric_hall(0.1, 0.01)
sheet_power = np.log2(sheet_large / sheet_small)
hall_power = np.log2(hall_large / hall_small)
assert abs(sheet_power - 2) < 0.03 and abs(hall_power - 1) < 0.03
assert close(sheet_small, 0.05**2 / (16 * LN2), 0.02)
assert close(hall_small, 2 * 0.05 / PI**2, 0.02)
hall_unit_tangent = numeric_hall(0.1, 1.0)
assert close(hall_unit_tangent, 2 * 0.1 / PI**2 * PI / 4, 0.03)

# Cause of the Hall loss: current shunted through the floating contact
_, _, floating = solve_disk([(0, 0.1, 0)], [(PI / 2, 1), (3 * PI / 2, -1)])
_, _, injected = solve_disk([(0, 0.1, 1)], [(PI, -1)])
shunted = floating[floating > 0].sum()
assert close(shunted, 2 / PI * np.arcsin(np.tan(0.05)), 0.01)
stream = np.abs(np.cumsum(floating) - floating / 2)
mean_stream = stream @ injected
assert close(mean_stream, weak_hall_loss(0.1), 0.01)

# Contact displaced by half its length: use the full van der Pauw equation
_, v, _ = solve_disk([(0.1, 0.1, 1)], [(PI / 2, -1)], [PI, 3 * PI / 2])
r_first = v[1] - v[0]
arc_v, v, _ = solve_disk([(0.1, 0.1, 0)], [(PI / 2, 1), (PI, -1)], [3 * PI / 2])
r_second = arc_v[0] - v[0]
rho_shifted = brentq(lambda r: np.exp(-PI * r_first / r)
                     + np.exp(-PI * r_second / r) - 1, 0.5, 2, xtol=1e-13)
shifted_loss = 1 - rho_shifted
assert close(shifted_loss, 0.1**2 / (16 * LN2), 0.05)

# Four equal finite contacts: leading errors add
centres = [0, PI / 2, PI, 3 * PI / 2]
arc_v, _, _ = solve_disk([(c, 0.1, i) for c, i in zip(centres, (1, -1, 0, 0))])
four_sheet = 1 - PI * (arc_v[3] - arc_v[2]) / LN2
arc_v, _, _ = solve_disk([(c, 0.1, i) for c, i in zip(centres, (1, 0, -1, 0))],
                         hall=0.01)
four_hall = 1 - (arc_v[1] - arc_v[3]) / 0.01
assert close(four_sheet, 4 * 0.1**2 / (16 * LN2), 0.05)
assert close(four_hall, 4 * 2 * 0.1 / PI**2, 0.05)

# Metal patch: a half ellipse (half length b, depth w) acts as a flat contact of
# half length b + w, which is twice the logarithmic capacity of the full ellipse
b_axis, w_axis, m = 1.0, 0.2, 400
t = 2 * PI * np.arange(m) / m
z = b_axis * np.cos(t) + 1j * w_axis * np.sin(t)
speed = np.abs(-b_axis * np.sin(t) + 1j * w_axis * np.cos(t))
dt = t[:, None] - t[None, :]
unit = np.eye(m)
ratio = ((np.abs(z[:, None] - z[None, :]) + unit)
         / (np.abs(2 * np.sin(dt / 2)) + unit))
kernel = mean_log(dt, 2 * PI / m) + np.log(ratio) + np.diag(np.log(speed))
capacity = np.exp(1 / np.linalg.solve(kernel, np.ones(m)).sum())
assert close(2 * capacity, b_axis + w_axis, 2e-3)

# Worked example: hole layer on hydrogen-terminated diamond, rough typical values
density_cm2, mobility_cm2, diameter_mm, length_mm = 1e13, 100.0, 5.0, 0.5
field_T, current_A, temperature_K = 1.0, 1e-6, 300.0
rho = 1 / (const.e * density_cm2 * mobility_cm2)
hall_cm2_C = 1 / (const.e * density_cm2)
tangent = mobility_cm2 * 1e-4 * field_T
angle = np.arctan(tangent)
delta = length_mm / diameter_mm
loss_s, loss_h = sheet_loss(delta), hall_loss(delta, angle)
rho_app = rho * (1 - loss_s)
hall_app = hall_cm2_C * (1 - loss_h)
density_app = 1 / (const.e * hall_app)
mobility_app = hall_app / rho_app
hall_ohm = rho * tangent

# Sizes of neglected effects; the inputs below are round illustrative choices
depth_mm, contact_ohm_cm2, misplaced_mm = 0.05, 1e-5, 0.05
loss_patch = hall_loss((length_mm + 2 * depth_mm) / diameter_mm, angle)
transfer_um = np.sqrt(contact_ohm_cm2 / rho) * 1e4
shift = 2 * misplaced_mm / diameter_mm
offset_ohm = rho / PI * np.log(np.tan(PI / 4 + shift / 2))
share = np.array([0.7, 0.3])
relative_mobility = np.array([1.0, 2.0])
hall_factor = share @ relative_mobility**2 / (share @ relative_mobility)**2
power_nW = current_A**2 * rho * 1e9

print("CHECKS ON THE DISK (integral equation), d/D = 0.1 unless stated")
print(f"sheet loss, numeric / closed form: {sheet_large:.4e} / {sheet_loss(0.1):.4e}")
print(f"Hall loss, numeric / closed form: {hall_large:.5f} / {hall_loss(0.1, np.arctan(0.01)):.5f}")
print(f"power of d, sheet / Hall: {sheet_power:.3f} / {hall_power:.3f}")
print(f"Hall loss at tan(Theta)=1, numeric: {hall_unit_tangent:.5f}")
print(f"Hall loss at tan(Theta)=1, closed form: {hall_loss(0.1, PI / 4):.5f}")
print(f"shunted fraction of current, floating contact: {shunted:.5f}")
print(f"weighted mean of shunted stream function: {mean_stream:.5f}")
print(f"sheet loss, contact displaced by d/2: {shifted_loss:.4e}")
print(f"four contacts, sheet loss / Hall loss: {four_sheet:.4e} / {four_hall:.5f}")
print(f"ellipse 1 x 0.2, equivalent half length: {2 * capacity:.4f}")
print("EXAMPLE INPUTS")
print(f"hole density: {density_cm2:.2e} cm^-2")
print(f"mobility: {mobility_cm2:.1f} cm2/Vs")
print(f"disk diameter: {diameter_mm:.2f} mm")
print(f"contact length: {length_mm:.2f} mm")
print(f"field: {field_T:.2f} T")
print(f"current: {current_A * 1e6:.2f} uA")
print(f"temperature: {temperature_K:.0f} K")
print("EXAMPLE RESULTS")
print(f"d/D: {delta:.3f}")
print(f"image parameter q: {image_parameter(delta):.6f}")
print(f"tan(Hall angle): {tangent:.4f}")
print(f"true sheet resistance: {rho:.2f} ohm")
print(f"same in atomic units: {rho * const.e**2 / const.hbar:.4f} hbar/e^2")
print(f"apparent sheet resistance: {rho_app:.2f} ohm")
print(f"sheet error, exact form: {-100 * loss_s:.4f} %")
print(f"sheet error, leading law: {-100 * delta**2 / (16 * LN2):.4f} %")
print(f"true sheet Hall coefficient: {hall_cm2_C:.5e} cm2/C")
print(f"apparent sheet Hall coefficient: {hall_app:.5e} cm2/C")
print(f"Hall error, exact form: {-100 * loss_h:.4f} %")
print(f"Hall error, leading law: {-200 * delta / PI**2 * angle / tangent:.4f} %")
print(f"Hall error / sheet error: {loss_h / loss_s:.2f}")
print(f"apparent density: {density_app:.4e} cm^-2")
print(f"apparent mobility: {mobility_app:.3f} cm2/Vs")
print(f"true Hall voltage: {hall_ohm * current_A * 1e6:.3f} uV")
print(f"Hall voltage lost: {hall_ohm * loss_h * current_A * 1e6:.3f} uV")
print("NEGLECTED EFFECTS")
print(f"Hall error if all four contacts are alike: {-100 * four_hall:.2f} %")
print(f"metal depth assumed: {depth_mm:.3f} mm")
print(f"Hall error with that depth: {-100 * loss_patch:.3f} %")
print(f"specific contact resistance assumed: {contact_ohm_cm2:.1e} ohm cm2")
print(f"current transfer length: {transfer_um:.3f} um")
print(f"probe misplacement assumed: {misplaced_mm:.3f} mm")
print(f"zero-field offset / Hall resistance: {offset_ohm:.2f} / {hall_ohm:.2f} ohm")
print(f"two hole species, shares: {share[0]:.1f}, {share[1]:.1f}")
print(f"two hole species, mobility ratio: {relative_mobility[1]:.1f}")
print(f"two hole species, Hall factor: {hall_factor:.3f}")
print(f"heating power scale I^2 rho: {power_nW:.2f} nW")
print("success")
```

Running it gives:

```
CHECKS ON THE DISK (integral equation), d/D = 0.1 unless stated
sheet loss, numeric / closed form: 9.0402e-04 / 9.0404e-04
Hall loss, numeric / closed form: 0.02029 / 0.02029
power of d, sheet / Hall: 2.003 / 1.002
Hall loss at tan(Theta)=1, numeric: 0.01594
Hall loss at tan(Theta)=1, closed form: 0.01594
shunted fraction of current, floating contact: 0.03187
weighted mean of shunted stream function: 0.02030
sheet loss, contact displaced by d/2: 9.1254e-04
four contacts, sheet loss / Hall loss: 3.6275e-03 / 0.08128
ellipse 1 x 0.2, equivalent half length: 1.2000
EXAMPLE INPUTS
hole density: 1.00e+13 cm^-2
mobility: 100.0 cm2/Vs
disk diameter: 5.00 mm
contact length: 0.50 mm
field: 1.00 T
current: 1.00 uA
temperature: 300 K
EXAMPLE RESULTS
d/D: 0.100
image parameter q: 0.025037
tan(Hall angle): 0.0100
true sheet resistance: 6241.51 ohm
same in atomic units: 1.5193 hbar/e^2
apparent sheet resistance: 6235.87 ohm
sheet error, exact form: -0.0904 %
sheet error, leading law: -0.0902 %
true sheet Hall coefficient: 6.24151e+05 cm2/C
apparent sheet Hall coefficient: 6.11484e+05 cm2/C
Hall error, exact form: -2.0295 %
Hall error, leading law: -2.0264 %
Hall error / sheet error: 22.45
apparent density: 1.0207e+13 cm^-2
apparent mobility: 98.059 cm2/Vs
true Hall voltage: 62.415 uV
Hall voltage lost: 1.267 uV
NEGLECTED EFFECTS
Hall error if all four contacts are alike: -8.13 %
metal depth assumed: 0.050 mm
Hall error with that depth: -2.437 %
specific contact resistance assumed: 1.0e-05 ohm cm2
current transfer length: 0.400 um
probe misplacement assumed: 0.050 mm
zero-field offset / Hall resistance: 39.74 / 62.42 ohm
two hole species, shares: 0.7, 0.3
two hole species, mobility ratio: 2.0
two hole species, Hall factor: 1.124
heating power scale I^2 rho: 6.24 nW
success
```
